# Does a conductance of 2e²/h prove one open channel?

**Q.** I have a single-atom aluminium contact whose conductance is $2e^2/h$, about $77.5\ \mu\mathrm S$. That is the conductance of one perfectly open channel, and one atom is as narrow as a wire can be. So I have one open channel. What could be wrong with that?

**A.** The conductance is a measurement; the single open channel is an inference. Let us see what the conductance counts. Take a phase-coherent contact without inelastic scattering, at zero temperature, with equal transmission for both spins. The bias $V$ is small enough for transmission to be constant over the energy window $eV$.

In an incoming channel with dispersion $E(k)$ there are $dk/2\pi$ states per unit length and spin, moving at $v=\hbar^{-1}dE/dk$. Their arrival rate is

$$\int v\,\frac{dk}{2\pi}=\int\frac{dE}{2\pi\hbar}=\frac{eV}{h}.$$

The velocity has cancelled the density of states, so every channel has the same rate. States below the window are filled on both sides and give no net current.

The contact turns incoming amplitudes on the left into outgoing amplitudes on the right through a matrix $t$, and into reflected ones through $r$. Conservation of particles requires $t^\dagger t+r^\dagger r=1$. Neither term can have a negative eigenvalue, so the eigenvalues $T_n$ of $t^\dagger t$ lie between 0 and 1. Summing over incoming and outgoing channels gives $\sum_{mn}|t_{mn}|^2=\mathrm{Tr}\,t^\dagger t=\sum_nT_n$. With charge $e$ and two spins,

$$I=2e\,\frac{eV}{h}\sum_nT_n,\qquad G=\frac{2e^2}{h}\,g,\qquad g=\sum_nT_n .$$

By "channels" I now mean the eigenvectors of $t^\dagger t$ with nonzero $T_n$. If there are $N$ of them, $g\le N$. Your $g=1$ therefore says $N\ge1$. One channel with $T=1$ fits, and so do two with $T=1/2$.

**Q.** As arithmetic, yes. But where would one atom find room for several channels?

**A.** In its valence orbitals. Aluminium has one $3s$ and three $3p$ orbitals at energies that matter here. I will put such an atom between two electrodes, each ending in a layer of three atoms. Each layer has four orbitals per atom, so twelve per side.

Let $H$ be the $4\times4$ matrix of level energies on the central atom, and let $V_L$ and $V_R$ be the $4\times12$ hopping matrices to the two layers. I treat the layer orbitals as independent, each with local density of states $\rho$ per spin, constant in energy. Their local retarded Green function is then $-i\pi\rho$, and eliminating them gives the atom's Green function

$$\mathcal G=\left[E-H+i\pi\rho\,(V_LV_L^T+V_RV_R^T)\right]^{-1}
=\left[E-H+\tfrac i2(\Gamma_L+\Gamma_R)\right]^{-1},$$

with $\Gamma_\alpha=2\pi\rho V_\alpha V_\alpha^T$ for $\alpha=L,R$.

Now send in a wave from the left, normalized per unit energy. Its amplitude on a layer orbital is $\sqrt\rho$. For incoming amplitudes $a$, the atom's amplitudes are $c=\sqrt\rho\,\mathcal GV_La$. The term $-i\Gamma_R/2$ in the atom's equation of motion removes probability at the rate $c^\dagger\Gamma_Rc/\hbar$, which is the flow into the right electrode. The incoming flow is $a^\dagger a/(2\pi\hbar)$, the rate per unit energy found above. Their ratio gives

$$t^\dagger t=2\pi\rho\,V_L^T\mathcal G^\dagger\Gamma_R\mathcal GV_L .$$

The products $AB$ and $BA$ have the same nonzero eigenvalues. Moving $V_L^T$ from the front to the back shows that the $T_n$ are the eigenvalues of the $4\times4$ matrix $\mathcal G^\dagger\Gamma_R\mathcal G\,\Gamma_L$. Twelve orbitals arrive on each side, yet at most four channels transmit, because every path must pass through the space of the atom's four orbitals. With one participating orbital the limit would be one channel.

**Q.** So aluminium should have four channels. I was told three.

**A.** The limit is four; the geometry and the hoppings decide how many matter. Let $z$ be the contact axis and $\mathbf n$ the direction from the central atom to a layer atom. The hoppings are $V_{ss}$, $V_{sp}$, $V_\sigma$ for $p$ orbitals along the bond and $V_\pi$ for $p$ orbitals across it. Each layer atom contributes to $\Gamma$ an $s$–$p_i$ element proportional to $n_i$, and a $p_i$–$p_j$ element

$$2\pi\rho\left[(V_{sp}^2+V_\sigma^2)n_in_j+V_\pi^2(\delta_{ij}-n_in_j)\right].$$

For three atoms spaced by $120^\circ$ around the axis, $\sum n_x=\sum n_y=\sum n_xn_y=0$ and $\sum n_x^2=\sum n_y^2$. Thus $p_x$ and $p_y$ are separate, equal channels. Only $s$ and $p_z$ mix.

For $p_x$, with its level at $\varepsilon_p$ and the Fermi energy at zero, $\mathcal G_{xx}=[-\varepsilon_p+i(\Gamma_L+\Gamma_R)/2]^{-1}$, where the $\Gamma$'s are now the $xx$ elements. Hence

$$T_{px}=\Gamma_L\Gamma_R|\mathcal G_{xx}|^2=\frac{\Gamma_L\Gamma_R}{\varepsilon_p^2+(\Gamma_L+\Gamma_R)^2/4}.$$

**Q.** That leaves $s$ and $p_z$, which could still make two channels.

**A.** They could, but look at what they couple to. Write the coupling of the pair $(s,p_z)$ as a vector, with $n_z=\cos\theta$. An electrode $s$ orbital gives $(V_{ss},-V_{sp}\cos\theta)$. An electrode $p$ orbital along the bond gives $(V_{sp},V_\sigma\cos\theta)$. These are parallel when their determinant vanishes:

$$V_{ss}V_\sigma+V_{sp}^2=0 .$$

I use rough aluminium-like values, $V_{ss}=-1.2$, $V_{sp}=1.3$, $V_\sigma=2.1$ and $V_\pi=-0.6$ eV. The ratios of second to first component, without the common $\cos\theta$, are $-1.3/(-1.2)=1.08$ and $2.1/1.3=1.62$. Both ratios are positive and not far apart, so the two vectors lean the same way and are roughly parallel. Each electrode therefore couples mainly to one $s$–$p_z$ hybrid pointing towards it. If the vectors were parallel and $V_\pi=0$, each side would couple to one hybrid, and the pair would carry one channel.

**Q.** Then why is that channel not fully open, and why are $p_x$ and $p_y$ not closed?

**A.** Because three electrons are shared among four broadened levels. This can be made quantitative for a symmetric contact, where each orbital has the same broadening $\Gamma_L=\Gamma_R=\gamma$ on both sides. The $s$–$p_z$ elements of $\Gamma_L$ and $\Gamma_R$ have opposite signs and cancel in the sum, so each orbital has a Lorentzian spectrum of half-width $\gamma$. Its occupation, both spins included, is

$$n=\frac2\pi\int_{-\infty}^0\frac{\gamma\,dE}{(E-\varepsilon)^2+\gamma^2}=1+\frac2\pi\arctan\frac{-\varepsilon}{\gamma}.$$

Define an angle $\delta$ between 0 and $\pi$ by $\cot\delta=-\varepsilon/\gamma$. Then $\arctan(-\varepsilon/\gamma)=\pi/2-\delta$, so $\delta=\pi-\pi n/2$. For $p_x$ this gives

$$T_{px}=\frac{\gamma^2}{\varepsilon_p^2+\gamma^2}=\sin^2\delta=\sin^2\frac{\pi n_{px}}2 .$$

An empty or full lateral orbital does not conduct, a half-filled one ($n=1$) conducts fully, and a partly filled one lies between.

For the pair, take the one-hybrid limit with $\Gamma_L=uu^T$, $\Gamma_R=ww^T$, $u=(a,b)$ and $w=(a,-b)$. The minus sign is there because the $p_z$ lobe facing the other electrode has the opposite sign. The half-widths are $a^2$ and $b^2$, and the one nonzero eigenvalue is $|w^T\mathcal Gu|^2$:

$$T_{sp}=\left|\frac{a^2}{-\varepsilon_s+ia^2}-\frac{b^2}{-\varepsilon_p+ib^2}\right|^2 .$$

Each fraction has the form $\gamma/(-\varepsilon+i\gamma)=\sin\delta\,e^{-i\delta}=(1-e^{-2i\delta})/2i$. The ones cancel in the difference:

$$T_{sp}=\left|\frac{e^{-2i\delta_z}-e^{-2i\delta_s}}{2i}\right|^2=\sin^2(\delta_s-\delta_z)=\sin^2\frac{\pi(n_s-n_{pz})}2 .$$

Equal occupations give zero: the paths through $s$ and $p_z$ cancel. A full $s$ and an empty $p_z$ also give zero, since neither is at the Fermi energy. The channel is open when the occupations differ by one.

**Q.** Put numbers in. I want to see $2e^2/h$ come out of this atom.

**A.** I take bonds of 0.286 nm, an $s$ level 5 eV below the $p$ level, and layers stacked as in fcc (111). For $\rho$ I use a free-electron gas with three electrons per atom. Its Fermi energy is 11.68 eV above the band bottom. The number of states grows as $E^{3/2}$, so its density of states is $3\times3/(2\times11.68)=0.385$ per eV and atom. Divided among two spins and four orbitals, this is $\rho=0.048\ \mathrm{eV}^{-1}$. The levels are shifted together until the central atom holds three electrons, a condition solved numerically.

In the symmetric contact $\varepsilon_p=1.80$ eV, and the occupations are 1.54 for $s$, 0.72 for $p_z$ and 0.37 for each lateral orbital. The formula gives $T_{px}=\sin^2(0.3724\pi/2)=0.305$. For the pair, the one-hybrid formula gives $\sin^2(0.820\pi/2)=0.92$; the full matrix gives 0.942 and 0.0016. In all, $g=1.55$.

Now pull the right electrode back along the axis. Its hoppings fall as $e^{-\kappa\Delta d}$, where $\Delta d$ is the bond's extension and $\kappa=\sqrt{2m\phi}/\hbar=10.2\ \mathrm{nm}^{-1}$ for a rough work function $\phi=4$ eV. The levels are readjusted at each distance.

| Pull (nm) | $g$ | larger $s$–$p_z$ | $p_x$, $p_y$, each |
|---:|---:|---:|---:|
| 0 | 1.55 | 0.94 | 0.30 |
| 0.03 | 1.44 | 0.99 | 0.23 |
| 0.06 | 1.22 | 0.93 | 0.15 |
| 0.09 | 0.95 | 0.77 | 0.09 |
| 0.12 | 0.67 | 0.58 | 0.05 |

The conductance passes through one between the third and fourth rows. A numerical root search puts the crossing at 0.084 nm. There $\varepsilon_p=1.426$ eV, and the $p_x$ broadenings are 1.195 eV on the left and 0.201 eV on the right, so

$$T_{px}=\frac{1.195\times0.201}{1.426^2+(1.396)^2/4}=\frac{0.240}{2.521}=0.095 .$$

The $s$–$p_z$ pair has transmissions 0.809 and 0.0003. The sum is

$$g=0.809+0.095+0.095+0.0003=1.00 .$$

I chose the distance to obtain this value, so it is not a prediction. It shows that your conductance can occur with no channel fully open. The three channels do not share the current equally: the hybrid carries 81% of the current and the lateral pair 19%.

**Q.** And the closed fourth channel really is due to those parallel vectors?

**A.** Reverse the sign of $V_{ss}$, with the geometry and levels held fixed. The first vector then leans the other way, and the pair's transmissions change from 0.809 and 0.0003 to 0.530 and 0.095. The second channel of the pair opens, as the argument requires.

**Q.** Still, my ammeter sees the same $2e^2/h$ in both cases. If nothing measurable differs, "one channel" is a harmless way to speak.

**A.** The current fluctuations differ. In the window $eV$ each incoming channel can be described as a train of wave packets, one per spin every $h/eV$, all occupied because of the Pauli principle. A filled set of incoming states is unchanged, up to a phase, when its members are mixed by a unitary matrix. We may therefore use the eigenvectors of $t^\dagger t$. Since $r^\dagger r=1-t^\dagger t$ has the same eigenvectors, different members go to orthogonal states on both sides. Each electron is thus transmitted independently, with probability $T_n$.

The number transmitted in one attempt is 1 or 0, with mean $T_n$ and variance $T_n-T_n^2=T_n(1-T_n)$. Independent variances add. The low-frequency noise power $S$, counted for positive frequencies, is twice the charge variance per unit time:

$$S=2e^2\cdot2\,\frac{eV}{h}\sum_nT_n(1-T_n)=2eIF,\qquad
F=\frac{\sum_nT_n(1-T_n)}{\sum_nT_n}.$$

This holds at long times and for $eV\gg k_BT$, where $T$ without an index is the temperature. One open channel has $F=0$: every attempt succeeds, so nothing fluctuates. For our contact

$$\sum_nT_n^2=0.809^2+2\times0.095^2=0.673,\qquad F=1-\frac{0.673}{1.00}=0.327 .$$

At 10 mV both contacts carry $0.775\ \mu\mathrm A$. The aluminium contact has shot noise $2eIF=8.1\times10^{-26}\ \mathrm{A^2/Hz}$, and the single open channel has none. These are zero-temperature values. At 4 K the thermal energy is 0.34 meV, small beside 10 meV, but thermal noise still raises the totals to $9.3\times10^{-26}$ and $1.7\times10^{-26}\ \mathrm{A^2/Hz}$. It must be allowed for before $F$ is read from a measurement.

**Q.** My next contact may have $g=0.95$. Even a single channel would then be noisy. How do I tell?

**A.** Compare $F$ with $1-g$. Since $F=1-\sum T_n^2/g$ and

$$g^2=\sum_nT_n^2+\sum_{m\ne n}T_mT_n\ \ge\ \sum_nT_n^2,$$

we have $F\ge1-g$. Equality requires all cross terms to vanish, which means one channel. In the table's fourth row, $g=0.945$ and $\sum T_n^2=0.774^2+2\times0.0855^2=0.614$. Hence $F=1-0.614/0.945=0.35$, whereas one channel would give 0.055.

There is also a bound on the number. The Cauchy–Schwarz inequality gives $(\sum1\cdot T_n)^2\le N\sum T_n^2$, and $\sum T_n^2=g(1-F)$, so

$$N\ge\frac{g^2}{g(1-F)}=\frac g{1-F}.$$

**Q.** For the contact with $g=1$ that is $1/0.673=1.49$. It proves two channels, not three!

**A.** Correct. Conductance and shot noise refute the single channel here, but they do not establish the third. Two channels with $T_1+T_2=1$ and $T_1^2+T_2^2=0.673$ have

$$T_{1,2}=\frac{1\pm\sqrt{2\times0.673-1}}2=0.794,\ 0.206,$$

and the same $g$ and $F$ as the aluminium contact. The next statistic separates them. The third central moment of one attempt is

$$T(1-T)^3+(1-T)(-T)^3=T(1-T)(1-2T),$$

and these moments also add for independent attempts. In the two-channel set $T_2=1-T_1$, so the factors $1-2T$ are opposite and the sum is zero. For aluminium the sum divided by $g$ is 0.044. The two-channel set was fixed by $g$ and $F$, so at zero temperature a nonzero value rules out two channels and leaves at least three. At 4 K and 10 mV thermal fluctuations raise the values for the aluminium and two-channel sets to 0.074 and 0.034, so they must be allowed for here as well. The difference is small, and the measurement would have to resolve it.

**Q.** How far should I trust this atom as a picture of a real one?

**A.** Trust the sum rule and the noise bounds under the conditions stated, and treat the individual transmissions as illustrative. In a real contact the conductance and the channel set vary with the arrangement of the atoms. My long bond at $g=1$ is 0.358 nm, 25% above the starting bond. That is a large stretch, and a real contact might break first. The atom could also relax, and this matters more than any change listed below: midway between the same two electrodes it gives $g=1.30$, with main transmissions 0.97, 0.17 and 0.17. Kept midway, it reaches $g=1$ only at a pull of 0.22 nm, with 0.82, 0.09 and 0.09; the bonds on both sides are then 0.381 nm, 33% above the starting bond. The steady fall of $g$ in the table also belongs to this rigid model: in measured aluminium contacts the conductance often rises during a pull, before the contact breaks.

With that geometry fixed and the atom kept neutral, changing $\rho$ by $\mp20\%$ gives $g=0.90$ and 1.09. The rough hoppings matter more: scaling them all by $\mp20\%$ gives 0.82 and 1.16. So does their assumed decay: a work function of 3 or 5 eV gives 1.10 or 0.91, and hoppings falling as $d^{-2}$ with the bond length $d$ give 1.27. With that law $g=1$ is reached only at a pull of 0.144 nm, with main transmissions 0.83, 0.08 and 0.08. An $s$–$p$ splitting of 4 or 6 eV gives 1.10 or 0.92, and a sideways shift of the atom by 0.02 nm gives 0.99. Direct tunnelling past the atom, at fixed levels, changes $g$ by only 0.3%, but through a cancellation: the largest transmission falls from 0.81 to 0.77 while each lateral one rises from 0.095 to 0.115. Averaging over thermal energies at 300 K changes it by 0.03%.

The orbitals in each layer were taken as independent, but real neighbours are coupled. Adding that hopping at fixed levels lowers $g$ to 0.74, but leaves the atom with only 2.78 electrons. With neutrality restored, $g=0.85$, with main transmissions 0.57, 0.14 and 0.14. The conductance then moves by 15%, while one larger and two smaller channels remain.

The constant $\rho$ has a limit too: it continues below the band bottom, where the model places about 0.32 of the atom's three electrons at $g=1$. Take instead a band that starts at the free-electron bottom and holds one state per orbital and spin. At the same geometry, with the atom neutral, $g$ becomes 0.99 for a constant $\rho$ and 1.09 for one growing as the square root of energy. Electron correlation, vibrations and a self-consistent potential beyond neutrality are left out, and the contact is taken in its normal, not superconducting, state.

**Q.** Then when may I say "one open channel"?

**A.** When something besides $g\approx1$ supports it. Under the conditions we used, shot noise with $F=1-g$ within the measurement error is such evidence, although that error still leaves room for weak extra channels. A neck where a single orbital takes part is another: it can carry one channel, and $g=1$ then means that this channel is open. For your aluminium atom, the conductance alone gives you a sum.

All numerical values are calculated from the stated model.
